Point charge in oxide between grounded plates: Bessel series and screening length

**1. The potential as a series of Bessel functions**

Two electrons are trapped in a silicon dioxide film 10 nm thick, both 4 nm above the lower of two grounded metal plates. When they are 10 nm apart laterally, they repel with an energy of 3.99 meV. At 20 nm the energy is 0.123 meV, smaller by a factor of 33. Without the plates, the same two distances give 36.9 meV and 18.5 meV, a factor of 2. The oxide contains no mobile charge that could screen the interaction, so the steep fall must come from the plates.

**The problem and its assumptions**

Let the plates be the planes z = 0 and z = d, and let a charge q sit at height z0, with 0 < z0 < d, on the axis ρ = 0 of cylindrical coordinates. The oxide is a uniform, isotropic, linear dielectric of relative permittivity κ. The plates are infinite perfect conductors at zero potential, and everything is static. SI equations are used, with lengths in nm and energies in eV or meV.

Gauss's law, div(ε0κE) = free charge density, together with E = −∇φ, gives

−∇²φ = (q/ε0κ) δ²(ρ) δ(z − z0),  (1)

where δ²(ρ) is the delta function in the plane, with unit integral over the area. The boundary conditions are

φ(ρ,0) = φ(ρ,d) = 0, and φ → 0 as ρ → ∞.  (2)

A voltage V between the plates would add the term Vz/d to the potential. Because (1) is linear, this term leaves the contribution of the trapped charge unchanged.

**Resolving the potential into transverse modes**

The functions that vanish at both plates and oscillate between them are sin(k_n z), with

k_n = nπ/d, n = 1, 2, 3, …  (3)

They are orthogonal on the interval from 0 to d, and the integral of sin²(k_n z) is d/2. The amplitude of mode n in the potential is therefore

f_n(ρ) = (2/d) ∫_0^d φ(ρ,z) sin(k_n z) dz,  (4)

and the potential is recovered from

φ(ρ,z) = Σ_{n≥1} f_n(ρ) sin(k_n z), for ρ > 0.  (5)

No other functions of z are needed. Away from the axis φ satisfies Laplace's equation and vanishes on the plates. It can then be continued through each plate as an odd function, and the continuation is still a smooth solution. Repeated reflection gives a smooth function of z that is odd and has period 2d. The Fourier series of such a function converges to it and contains sines alone.

To find an equation for f_n, multiply (1) by (2/d) sin(k_n z) and integrate over z. Split the Laplacian into its lateral part ∇⊥² and ∂²/∂z². The lateral part acts on ρ alone and gives −∇⊥²f_n. For the other part, integrate by parts twice:

∫_0^d (∂²φ/∂z²) sin(k_n z) dz
= [(∂φ/∂z) sin(k_n z)]_0^d − k_n ∫_0^d (∂φ/∂z) cos(k_n z) dz
= 0 − k_n [φ cos(k_n z)]_0^d − k_n² ∫_0^d φ sin(k_n z) dz
= −k_n² ∫_0^d φ sin(k_n z) dz.  (6)

The first boundary term vanishes because the sine is zero at both plates, the second because φ is. The minus sign in front of ∂²φ/∂z² in (1) turns the result into +k_n² f_n. On the right-hand side, δ(z − z0) picks out the value of the sine at the charge. Hence

(−∇⊥² + k_n²) f_n = (2q/ε0κd) sin(k_n z0) δ²(ρ).  (7)

This is a screened Poisson equation in two dimensions. The term k_n² f_n has the form that mobile charge would produce, but here it comes from curvature: a potential that must return to zero at both plates has to bend in z, and Laplace's equation then requires an opposite bending in the plane. Since n starts at 1, every mode has such a term.

**The radial function**

Write f_n = (2q/ε0κd) sin(k_n z0) g(ρ), where g is the response to a unit source with k = k_n:

(−∇⊥² + k²) g = δ²(ρ).  (8)

Away from the origin g depends on ρ alone and satisfies g'' + g'/ρ = k²g. With x = kρ, this becomes G'' + G'/x = G. A decaying solution is the modified Bessel function

K0(x) = ∫_0^∞ exp(−x cosh t) dt, x > 0.  (9)

To verify this, differentiate under the integral. Each derivative with respect to x brings down a factor −cosh t, so that

K0'' + K0'/x − K0
= ∫_0^∞ (cosh²t − 1 − cosh t/x) exp(−x cosh t) dt
= ∫_0^∞ (sinh²t − cosh t/x) exp(−x cosh t) dt.  (10)

The integrand is a total derivative, since

(d/dt)[sinh t exp(−x cosh t)] = (cosh t − x sinh²t) exp(−x cosh t),  (11)

and the integrand of (10) is −1/x times this. The bracket in (11) vanishes at t = 0, where sinh t = 0, and at t → ∞, where the exponential wins. The right-hand side of (10) is therefore zero.

The strength of the source fixes the normalization. Put g = A K0(kρ) and integrate (8) over a small disc of radius a. The divergence theorem turns the Laplacian into a flux through the rim:

−2πa g'(a) + k² ∫_disc g dA = 1.  (12)

For the flux one needs −xK0'(x) at small x. From (9), with the substitution u = x sinh t, so that du = x cosh t dt and x cosh t = √(u² + x²),

−xK0'(x) = ∫_0^∞ x cosh t exp(−x cosh t) dt = ∫_0^∞ exp(−√(u² + x²)) du.  (13)

As x → 0 this tends to ∫_0^∞ e^(−u) du = 1. Thus K0' ≈ −1/x near the origin, and K0 grows there as −ln x. A logarithm is integrable over the disc, so the second term of (12) vanishes as a → 0. The first tends to 2πA. Hence A = 1/2π and

g(ρ) = K0(kρ)/2π.  (14)

No other solution of (8) vanishes at infinity. The difference h of two such solutions would satisfy ∇⊥²h = k²h everywhere, without a source, and would be smooth. If h were positive somewhere, it would have a positive maximum at a finite point, because it vanishes at infinity. At a maximum ∇⊥²h cannot be positive, whereas k²h is. The same argument applied to −h excludes negative values, so h = 0.

**The assembled potential**

The factor 2 in (7) cancels against the 2π in (14):

f_n(ρ) = (2q/ε0κd) sin(k_n z0) K0(k_nρ)/2π = (q/πε0κd) sin(k_n z0) K0(k_nρ).

Inserted in (5), this gives

φ(ρ,z) = (q/πε0κd) Σ_{n≥1} sin(nπz0/d) sin(nπz/d) K0(nπρ/d), ρ > 0.  (15)

In Gaussian units, where 1/(4πε0) is replaced by 1, the prefactor is 4q/(κd). The expression is unchanged when z and z0 are exchanged: a charge at height z0 produces at height z the potential that the same charge at z would produce at z0.

**Convergence and the neighbourhood of the charge**

The integral (9) also controls the size of the higher terms. Since cosh t ≥ 1,

K0(nx) = ∫_0^∞ exp(−x cosh t) exp(−(n−1)x cosh t) dt ≤ e^(−(n−1)x) K0(x).  (16)

For any ρ > 0, the terms of (15) are thus bounded by a geometric series with ratio e^(−πρ/d). To bring this factor down to 10⁻⁶ takes about 13.8 d/(πρ) terms. For d = 10 nm that is 44 terms at ρ = 1 nm and between 4 and 5 at 10 nm. With both electrons at 4 nm, the series in fact needs 39 and 4 terms for a relative accuracy of 10⁻⁶.

Each term diverges only logarithmically as ρ → 0, while the potential at the height of the charge must diverge as 1/ρ. The stronger divergence comes from the growing number of terms that contribute. Put z = z0, δ = πρ/d and sin²(k_n z0) = ½ − ½cos(2k_n z0). The constant half gives ½ΣK0(nδ). Because K0 decreases steadily, this sum differs from an integral over n by no more than a term of order ln(1/δ):

½ Σ K0(nδ) ≈ (1/2δ) ∫_0^∞ K0(x) dx = (1/2δ) ∫_0^∞ dt/cosh t = π/4δ = d/4ρ.  (17)

The second form follows from (9) by integrating over x first, and the integral of 1/cosh t is π/2. The oscillating half is also of order ln(1/δ): the partial sums of cos(2k_n z0) are bounded for fixed z0 inside the oxide, and they multiply a steadily decreasing sequence whose first member is K0(δ). Multiplying (17) by the prefactor of (15) gives q/(4πε0κρ), the Coulomb potential in bulk oxide. Close to the charge the plates do not alter the leading behaviour.

**Comparison with image charges**

The same potential can be built in a different way. Place charges +q at the heights z0 + 2md and charges −q at −z0 + 2md, for all integers m. Reflection in the plane z = 0 takes z0 + 2md to −z0 − 2md, the site of an opposite charge. Reflection in z = d takes it to −z0 + 2(1 − m)d, again the site of an opposite charge. Both planes are therefore at zero potential, and the one charge inside the oxide is the original. The potential is

φ = (q/4πε0κ) Σ_m {1/√[ρ² + (z − z0 − 2md)²] − 1/√[ρ² + (z + z0 − 2md)²]}.  (18)

The sum (18) converges slowly and contains no Bessel function, so it is a useful test of (15). With d = 10 nm, z0 = 4 nm and m running from −100,000 to 100,000, the two expressions were compared at ρ = 0.5, 2, 10 and 30 nm and at z = 1, 4 and 8.5 nm. The largest difference, relative to the image sum, was 3 × 10⁻⁷.

**A uniform sheet of trapped charge**

A lateral integral of (15) connects the single charge with a sheet. The Bessel equation can be written (xK0')' = xK0, so

∫_0^∞ xK0(x) dx = [xK0'(x)]_0^∞ = 0 − (−1) = 1,  (19)

where the lower limit is taken from (13). Hence ∫K0(k_nρ) 2πρ dρ = 2π/k_n², and

F(z) = ∫φ 2πρ dρ = (2q/ε0κd) Σ_{n≥1} sin(k_n z0) sin(k_n z)/k_n².  (20)

This sum is the solution of −F'' = (q/ε0κ)δ(z − z0) with F = 0 on the plates, as the steps leading to (7) show when the lateral derivatives are absent. The solution is a pair of straight lines that meet at the charge:

F(z) = qz(d − z0)/(ε0κd) for z ≤ z0, and F(z) = qz0(d − z)/(ε0κd) for z ≥ z0.  (21)

The two lines agree at z0, and the slope drops there by (q/ε0κd)[(d − z0) + z0] = q/ε0κ, as the source requires. For N charges per unit area, all at height z0, the laterally averaged potential is NF(z). That average is finite because the potential of each charge falls off fast enough in the plane.

**2. The lateral screening length**

A charge q sits at height z0 in an oxide of thickness d and relative permittivity κ, between grounded plates at z = 0 and z = d. At lateral distance ρ and height z its potential is the series (15): a sum over n ≥ 1 of sin(k_n z0) sin(k_n z) K0(k_nρ), with k_n = nπ/d and prefactor q/(πε0κd). The function K0 is defined by the integral (9), and (16) bounds K0(nx) by e^(−(n−1)x)K0(x). From here on x = πρ/d.

**The Bessel function at large distance**

Take the factor e^(−x) out of (9) and use cosh t − 1 = 2 sinh²(t/2). With the new variable w = √(2x) sinh(t/2), the remaining exponent is −w², and

dw = ½√(2x) cosh(t/2) dt, so that dt = √(2/x) dw/√(1 + w²/2x).

Therefore

K0(x) = √(2/x) e^(−x) ∫_0^∞ e^(−w²)/√(1 + w²/2x) dw.  (22)

The inverse square root lies between 1 − w²/4x and 1. The integral of e^(−w²) from 0 to ∞ is √π/2, and that of w²e^(−w²) is √π/4, half as large. Hence

1 − 1/(8x) ≤ K0(x)/[√(π/2x) e^(−x)] ≤ 1.  (23)

At ρ = d, where x = π, the asymptotic form is already within 4% of K0.

**Why the first mode wins**

The higher modes must be compared with the first for every pair of heights, including heights close to a plate, where the first sine is small. For 0 ≤ θ ≤ π,

|sin nθ| ≤ n sin θ.  (24)

This is an equality for n = 1. If it holds for n, then |sin((n+1)θ)| ≤ |sin nθ||cos θ| + |cos nθ| sin θ ≤ (n + 1) sin θ, so it holds for n + 1. Apply (24) to both sines in (15) and (16) to the Bessel function. With r = e^(−x), the magnitude of term n relative to the first is at most n²r^(n−1).

To sum these bounds, start from Σ_{n≥0} rⁿ = 1/(1 − r). One derivative gives Σnr^(n−1) = 1/(1 − r)². Multiplication by r and a second derivative give

Σ_{n≥1} n²r^(n−1) = 1/(1 − r)² + 2r/(1 − r)³ = (1 + r)/(1 − r)³.

Removing the term n = 1 leaves

|sum of all terms n ≥ 2| / first term ≤ (1 + r)/(1 − r)³ − 1.  (25)

The bound holds for all heights inside the oxide and tends to 4r at large distance. At ρ = d it is 0.191. Image sums for 25 pairs of heights between 0.5 and 9.5 nm, with d = 10 nm, gave a largest ratio of 0.131. At ρ = 2d the bound has dropped to 0.0075.

The first coefficient, sin(πz0/d) sin(πz/d), is positive everywhere between the plates. The first mode therefore always survives, and (15), (23) and (25) give

φ(ρ,z) → (q/πε0κd) sin(πz0/d) sin(πz/d) √(d/2ρ) e^(−πρ/d), ρ → ∞.  (26)

The length in the exponential is

ℓ = d/π.  (27)

It does not depend on z, z0 or κ. The heights and the permittivity set the size of the tail but not its exponential rate.

Equation (26) accounts for the factor at the start of section 1. Going from ρ = d to 2d changes the exponential by e^π = 23.1 and the square root by √2, a total of 32.7. The full series gives 3.9905/0.1225 = 32.6.

**The decay length at finite distance**

The square root in (26) makes the potential fall faster than e^(−ρ/ℓ) alone. A local decay length L(ρ) = −φ/(∂φ/∂ρ) measures the effect. For the first mode, with K1 = −K0',

1/L = (π/d) K1(x)/K0(x).  (28)

The integral for K1 is (9) with an extra factor cosh t = 1 + w²/x. To first order in 1/x the integrand of (22) then acquires the factor 1 + 3w²/4x instead of 1 − w²/4x, so the corrections to the common leading form are 1 + 3/(8x) for K1 and 1 − 1/(8x) for K0. Their ratio is 1 + 1/(2x) up to terms of order 1/x², and

1/L ≈ π/d + 1/(2ρ).  (29)

The higher modes do not disturb this at large ρ. The argument of (16) applies equally to K1, and the extra factor n from the derivative does not prevent exponential suppression.

For d = 10 nm, ℓ is 3.18 nm. At ρ = 10 nm and equal heights of 4 nm, (29) gives L = 2.75 nm, and the full potential gives 2.74 nm. At 30 nm the full potential gives 3.03 nm, still 5% below ℓ. For electrons at equal heights, an exponential fitted over a limited range of distances would thus return a length shorter than d/π.

When the two heights are equal, L is shorter than d/π at every distance. All coefficients in (15) are then squares, and K1 > K0 because cosh t > 1 for t > 0, so each contributing mode decays at a rate above π/d. At unequal heights this fails near the axis, over a range that widens with the difference in height. For d = 10 nm, L exceeds d/π out to about 0.3 nm for heights of 4 and 5 nm, about 4 nm for 4 and 8 nm, and about 8.5 nm for 1 and 9 nm. Directly above or below the charge the potential is smooth and has zero lateral slope, so L grows without limit there. The screening length is a property of the far tail.

**What a single plate does**

If the upper plate is removed and the oxide fills the half-space z > 0, one image charge is enough:

φ = (q/4πε0κ) {1/√[ρ² + (z − z0)²] − 1/√[ρ² + (z + z0)²]}.  (30)

For ρ much larger than both heights, 1/√(ρ² + s²) ≈ 1/ρ − s²/2ρ³. The 1/ρ terms cancel, and

φ ≈ (q/4πε0κ) [(z + z0)² − (z − z0)²]/(2ρ³) = (q/4πε0κ) 2zz0/ρ³.  (31)

The charge and its image form a dipole, with an algebraic tail. For z = z0 = 4 nm, the logarithmic slope of (30) between 400 and 440 nm is −2.9995, close to the −3 of (31).

One grounded plate thus weakens the interaction but gives it no screening length. With one plate the potential may extend upward without having to return to zero at a finite height, so transverse wavenumbers arbitrarily close to zero are allowed. The second plate sets the smallest one at π/d. At ρ = 30 nm the repulsion of the two electrons is 12.3 meV without plates, 0.416 meV with one plate and 0.0043 meV with two.

**Trapped electrons in a 10 nm oxide**

Take d = 10 nm, κ = 3.9 and z = z0 = 4 nm. The energy of a second electron in the potential of the first is U = −eφ. Since φ is produced by q = −e, the two signs combine to a positive energy. With e²/(4πε0) = 1.43996 eV nm, the prefactor of (15) becomes

4 × 1.43996 eV nm/(3.9 × 10 nm) = 0.14769 eV = 147.69 meV.

At ρ = 10 nm the argument of the first Bessel function is π, with K0(π) = 0.029509, and sin²(0.4π) = 0.9045. The first term is

147.69 meV × 0.9045 × 0.029509 = 3.94 meV.

The full series gives 3.99 meV, so the higher modes add 1.2% of the first term.

The distance of 10 nm is 1/√N, the spacing of a square array of traps, at a density N = 10¹² cm⁻². At 300 K, kT is 25.85 meV. The repulsion at this spacing is 0.15 kT, whereas the unscreened value would be 1.43 kT. In this model, a single pair at that distance interacts only weakly on the thermal scale, but in a filled square array the repulsions from all the neighbours of one electron add up to 0.8 kT. If the traps sit at random positions, however, the nearest neighbour is on average only 1/(2√N) = 5 nm away. There the repulsion is 28.0 meV, slightly more than kT, so the interactions cannot be neglected at this density.

**Real devices and the neglected effects**

These parameters are rough values for a thin metal–oxide–metal capacitor. The thickness is also near that of tunnel oxides in floating-gate memory cells, but well above that of the thinnest transistor gate oxides. A density of 10¹² cm⁻² is high for a good thermal oxide. The perfect plate is the assumption that changes the screening length most among the effects sized here, above all when one plate is silicon. For the two pairs of plates below, treated with local linear screening, it moves the length by 4 to 7% and the repulsion at 10 nm by 11 to 16%.

In the simplest model of a real plate, the potential enters over a screening length λ. With local linear screening, ∇²φ = φ/λ² inside the plate. The lateral factor K0(kρ) contributes k²φ to the Laplacian, so the dependence on depth is exponential with rate

p = √(1/λ² − k²), for k < 1/λ.  (32)

In the oxide the mode is now sin(kz + a1), where a1 is a phase shift at the lower plate. Let κ1 be the permittivity of that plate. Continuity of φ and of permittivity times ∂φ/∂z at z = 0 requires κk cos a1 = κ1p1 sin a1. The upper plate gives the same relation for a phase a2 measured from z = d. The two descriptions match without a node in the oxide if

kd + a1 + a2 = π, tan a_i = κk/(κ_i p_i).  (33)

For small λ the phases are a_i ≈ κkλ_i/κ_i, and the decay length becomes

1/k ≈ (d + κλ1/κ1 + κλ2/κ2)/π.  (34)

In this model the field leaks into the plates, and the oxide acts as if it were thicker. Two metal plates with a rough screening length of 0.05 nm and background permittivity 1 add 2 × 3.9 × 0.05 = 0.39 nm. This gives 10.39 nm/π = 3.31 nm, equal to the solution of (33) to the digits shown. The repulsion at 10 nm rises from 3.99 to 4.44 meV. For real metals even the sign of this correction is uncertain. The model keeps the electrons inside the plate, whereas at a metal surface they spill out. At a simple metal in vacuum, the induced charge is centred roughly 0.06 to 0.09 nm outside the edge of the positive background. A similar shift at the oxide would shorten the decay length instead.

For a silicon plate, take n-type material with n = 10¹⁹ cm⁻³ at flat band and κ_Si = 11.7. The screening length follows from 1/λ² = (e²/ε0κ_Si) dn/dμ, where μ is the chemical potential. For a slightly degenerate parabolic band with effective density of states N_c, n/N_c ≈ e^η − e^(2η)/√8, where η is μ/kT measured from the band edge. Inversion to the same order gives η ≈ ln(n/N_c) + n/(√8 N_c), and hence

λ² = (ε0κ_Si kT/e²n) [1 + n/(√8 N_c)].  (35)

With the rough value N_c = 2.8 × 10¹⁹ cm⁻³, λ is 1.37 nm. Replacing the upper metal plate, the one farther from the electrons, by this silicon gives a decay length of 3.40 nm and a repulsion of 4.64 meV at 10 nm. These values treat the silicon as a smooth medium with a local response, which is crude at this doping. The donors are about 4.6 nm apart, a sphere of radius λ holds only about 0.1 electron, and the thermal wavelength of the electrons, about 4.5 to 10 nm depending on direction, is longer than λ. The values also assume that the silicon screens right up to the oxide. Quantum confinement in fact keeps its electrons away from the interface over a distance comparable to λ. An electron-free layer 1 nm thick, for example, would raise the decay length by about 4% and the repulsion by about 5%. For both pairs of plates, the decay rate from (33) agreed within 0.1% with a direct numerical diagonalization of the layered structure.

Linear screening requires the potential in the silicon to stay small compared with kT/e. If the silicon is the far plate, the field of the trapped electron in the oxide there is at most 0.174 MV/cm, or 0.0174 V/nm. Multiplied by κ/κ_Si and λ, this gives an estimated potential drop of 8 mV, against 26 mV for kT/e. The estimate is somewhat high: within the layered model the drop is about 6 mV for one electron, and it peaks at about 10 mV for a filled square array at 10¹² cm⁻².

Weakly doped or depleted silicon can break the result altogether. As k approaches 1/λ2, the phase a2 approaches π/2. If the small phase of the metal plate is neglected, (33) then has a solution only for λ2 < 2d/π, which is 6.4 nm here. For a longer screening length no mode is confined to the oxide and its immediate surroundings, and the oxide thickness no longer sets the tail.

The other corrections are of different kinds. An oxide 0.3 nm thicker, with both electrons kept 4 nm above the lower plate, has a repulsion of 4.21 meV at 10 nm, 6% more than before. The electron's own field at the near plate peaks at 0.44 MV/cm, about 4% of a rough breakdown field of 10 MV/cm. An applied field would have to be added to it.

The charge must also stay in place long enough for a static potential to have meaning. For a constant barrier of height E_t and effective mass m, the tunnelling wave function decays at the rate √(2mE_t)/ħ. With rough values of 2.5 eV and half the free electron mass, this is 5.73 nm⁻¹. The escape probability per attempt over 4 nm is about exp(−2 × 5.73 × 4) = exp(−45.8). At 10¹³ attempts per second the escape time is 8 × 10⁶ s, about three months. Because of the exponent, even the order of magnitude is uncertain: with a mass of 0.4 instead of 0.5 free electron masses, the time drops to about 6 × 10⁴ s, less than a day. For a trap 2 nm from the plate, the same inputs give about a millisecond, so the static picture there holds only for shorter times.

The main values used in this section are listed in the numerical output below.

Calculated quantities

```
e^2/(4 pi eps0) = 1.43996 eV nm
oxide: thickness 10.0 nm, trap height 4.0 nm, permittivity 3.9
screening length d/pi = 3.1831 nm
series prefactor 4 e^2/(4 pi eps0 kappa d) = 147.69 meV
sin^2(pi z0/d) = 0.9045
Repulsion of two electrons at equal height (meV), local decay length (nm)
rho/nm   two plates    one plate   no plates   local length
  1.0    315.233104     323.4254     369.222       0.8556
  3.0     72.198302      79.8598     123.074       1.8574
  5.0     27.957608      34.7069      73.844       2.3193
 10.0      3.990529       8.0908      36.922       2.7393
 20.0      0.122505       1.3204      18.461       2.9546
 30.0      0.004346       0.4156      12.307       3.0263
largest relative gap, series vs images: 3.0e-07
diagonalization, ideal plates, rho = 10 nm: 3.9905 meV
terms for 1e-6 relative accuracy: 39 at 1 nm, 4 at 10 nm
K0(pi) = 0.029509
first term alone at rho = 10 nm: 3.9419 meV
higher terms / first at rho = d: largest found 0.1311, bound 0.1910
one-plate tail power of rho: -2.9995
mean spacing at 1e12 cm^-2: 10.00 nm
kT at 300 K = 25.85 meV; repulsion at mean spacing / kT = 0.154
unscreened repulsion at mean spacing / kT = 1.428
Neglected effects
metal screening length (rough input): 0.05 nm
real metal plates: decay length 3.3071 nm
real metal plates: repulsion at 10 nm 4.4363 meV
silicon plate: doping 1e+19 cm^-3, permittivity 11.7, NC 2.8e+19 cm^-3
silicon screening length: 1.372 nm
metal + silicon plates: decay length 3.4031 nm
metal + silicon plates: repulsion at 10 nm 4.6389 meV
largest potential drop in silicon (estimate): 7.95 mV
oxide 0.3 nm thicker: repulsion at 10 nm 4.2146 meV
peak field at near plate: 0.442 MV/cm; at far plate: 0.174 MV/cm
near-plate field / rough breakdown field of 10 MV/cm: 0.044
tunnelling inputs (rough): depth 2.5 eV, mass 0.5 m_e, attempts 1e+13 1/s
tunnelling decay constant 5.728 1/nm, exponent 45.82
escape time to near plate: 8.0e+06 s = 92 days
```
